# Casida Equation for Minimal-Basis H2: Excitation Energies and Oscillator Strength: a program that tests the result

The molecular numbers use the small basis STO-3G, so they illustrate the point and are not converged values.

```python
"""
Casida equation for H2 in a minimal basis (STO-3G), exchange-only adiabatic LSDA.

Result under test (atomic units):
    Omega = w0^2 * 1 + 2*w0*K,   K_upup = J + X,   K_updown = J
    singlet: w_S^2 = w0*(w0 + 4J + 2X),   triplet: w_T^2 = w0*(w0 + 2X)
    oscillator strengths: f_S = (4/3)*w0*d^2,  f_T = 0
Symbols: g, u = bonding and antibonding orbital; w0 = eps_u - eps_g;
    J = (gu|gu); X = integral of g^2 u^2 f_x (same-spin exchange kernel);
    d = <g|z|u>.
Independent road: real-time propagation of the nonlinear Kohn-Sham equations.
"""
import numpy as np
from pyscf import gto, dft
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
BOND = 1.4

# Molecule, symmetry-fixed orbitals and integrals
mol = gto.M(atom=[["H", (0, 0, BOND / 2)], ["H", (0, 0, -BOND / 2)]],
            unit="Bohr", basis="sto-3g", verbose=0)
overlap = mol.intor("int1e_ovlp")[0, 1]
cg = 1 / np.sqrt(2 * (1 + overlap))
cu = 1 / np.sqrt(2 * (1 - overlap))
C = np.array([[cg, cu], [cg, -cu]])
h_core = C.T @ (mol.intor("int1e_kin") + mol.intor("int1e_nuc")) @ C
z_mat = C.T @ mol.intor("int1e_r")[2] @ C
eri = np.einsum("abcd,ap,bq,cr,ds->pqrs", mol.intor("int2e"), C, C, C, C,
                optimize=True)

grid = dft.gen_grid.Grids(mol)
grid.level = 3
grid.build()
phi = dft.numint.eval_ao(mol, grid.coords) @ C
g, u = phi[:, 0], phi[:, 1]
pairs = np.array([g * g, g * u, u * u])
weighted_pairs = pairs * grid.weights


def exchange_matrix(rho_spin):
    """Matrix of v_x = -(6 rho_spin/pi)^(1/3) in the (g, u) basis."""
    gg, gu, uu = weighted_pairs @ (-np.cbrt(6 * rho_spin / np.pi))
    return np.array([[gg, gu], [gu, uu]])


vx_ground = exchange_matrix(g * g)
fock = h_core + 2 * eri[:, :, 0, 0] + vx_ground
eps_g, eps_u = fock[0, 0], fock[1, 1]
w0 = eps_u - eps_g
J = eri[0, 1, 0, 1]
X = -(6 / np.pi) ** (1 / 3) / 3 * np.sum(
    grid.weights * np.cbrt(g * g) * u * u)
d = z_mat[0, 1]

# Orbital energies against a self-consistent calculation
mf = dft.RKS(mol)
mf.xc = "lda,"
mf.grids.level = 3
mf.conv_tol = 1e-11
mf.kernel()
assert mf.converged
assert np.allclose(mf.mo_energy, [eps_g, eps_u], atol=2e-5)
assert abs(fock[0, 1]) < 1e-8

# Dipole element against its closed form
assert abs(d - BOND / (2 * np.sqrt(1 - overlap ** 2))) < 1e-9

# Exchange kernel element against a finite difference of the potential
step = 1e-3
X_difference = (exchange_matrix(g * g + step * g * u)
                - exchange_matrix(g * g - step * g * u))[0, 1] / (2 * step)
assert abs(X - X_difference) < 1e-6


def casida(gap, hartree, exchange, dipole):
    """Diagonalize the 2x2 matrix; return it, energies and strengths."""
    K = np.array([[hartree + exchange, hartree],
                  [hartree, hartree + exchange]])
    omega = gap ** 2 * np.eye(2) + 2 * gap * K
    squares, vectors = np.linalg.eigh(omega)
    strengths = 2 / 3 * gap * dipole ** 2 * vectors.sum(axis=0) ** 2
    return omega, np.sqrt(squares), strengths


_, (w_T, w_S), (f_T, f_S) = casida(w0, J, X, d)
assert abs(w_S - np.sqrt(w0 * (w0 + 4 * J + 2 * X))) < 1e-10
assert abs(w_T - np.sqrt(w0 * (w0 + 2 * X))) < 1e-10
assert abs(f_S - 4 / 3 * w0 * d ** 2) < 1e-10 and abs(f_T) < 1e-10
assert w_T < w0 < w_S


# Real-time propagation; c[spin, orbital] are the complex amplitudes
def time_derivative(c, frozen_exchange):
    P = np.einsum("sp,sq->spq", c.conj(), c).real
    common = h_core + np.einsum("pqrs,rs->pq", eri, P.sum(axis=0))
    out = np.empty_like(c)
    for s in range(2):
        if frozen_exchange:
            vx = vx_ground
        else:
            vx = exchange_matrix(P[s, 0, 0] * pairs[0]
                                 + 2 * P[s, 0, 1] * pairs[1]
                                 + P[s, 1, 1] * pairs[2])
        out[s] = -1j * (common + vx) @ c[s]
    return out


KICK, DT, STEPS, LAG = 1e-3, 0.05, 240, 20


def propagate(frozen_exchange):
    """Kick the up electron only; return total and spin-difference dipole."""
    values, vectors = np.linalg.eigh(z_mat)
    kick = vectors @ np.diag(np.exp(1j * KICK * values)) @ vectors.T
    c = np.array([kick[:, 0], [1, 0]], dtype=complex)
    dipoles = []
    for n in range(STEPS + 1):
        dipoles.append(np.einsum("sp,pq,sq->s", c.conj(), z_mat, c).real)
        k1 = time_derivative(c, frozen_exchange)
        k2 = time_derivative(c + DT / 2 * k1, frozen_exchange)
        k3 = time_derivative(c + DT / 2 * k2, frozen_exchange)
        k4 = time_derivative(c + DT * k3, frozen_exchange)
        c = c + DT / 6 * (k1 + 2 * k2 + 2 * k3 + k4)
    dipoles = np.array(dipoles)
    return dipoles.sum(axis=1), dipoles[:, 0] - dipoles[:, 1]


def analyse(signal):
    """Frequency, amplitude and relative misfit of a single sine wave."""
    mid = signal[LAG:-LAG]
    cosine = np.sum(mid * (signal[2 * LAG:] + signal[:-2 * LAG]))
    cosine /= 2 * np.sum(mid ** 2)
    freq = np.arccos(cosine) / (LAG * DT)
    wave = np.sin(freq * DT * np.arange(len(signal)))
    amp = np.sum(signal * wave) / np.sum(wave ** 2)
    return freq, amp, np.max(np.abs(signal - amp * wave)) / abs(amp)


total, difference = propagate(frozen_exchange=False)
rt_S, amp_S, misfit_S = analyse(total)
rt_T, _, misfit_T = analyse(difference)
# The one-spin kick is half a symmetric plus half an antisymmetric kick.
rt_f = 2 * amp_S * rt_S / KICK / 3
assert abs(rt_S - w_S) < 2e-5 and abs(rt_T - w_T) < 2e-5
assert misfit_S < 1e-4 and misfit_T < 1e-4
assert abs(rt_f - f_S) < 1e-4

# Hartree kernel alone: triplet stays at the gap, strength is unchanged
total_h, difference_h = propagate(frozen_exchange=True)
rt_SH, amp_SH, misfit_SH = analyse(total_h)
rt_TH, _, _ = analyse(difference_h)
assert abs(rt_SH - np.sqrt(w0 * (w0 + 4 * J))) < 2e-5
assert abs(rt_TH - w0) < 2e-5 and misfit_SH < 1e-4
assert abs(2 * amp_SH * rt_SH / KICK / 3 - f_S) < 1e-4

# Hand calculation from integrals rounded to four decimals
eg4, eu4, J4, X4, d4 = (round(float(v), 4) for v in (eps_g, eps_u, J, X, d))
gap4 = eu4 - eg4
omega4, (wT4, wS4), (fT4, fS4) = casida(gap4, J4, X4, d4)
assert abs(wS4 - w_S) < 5e-4 and abs(wT4 - w_T) < 5e-4
assert abs(fS4 - f_S) < 5e-4
mu4 = d4 * np.sqrt(2 * gap4 / wS4)
assert abs(2 / 3 * wS4 * mu4 ** 2 - fS4) < 1e-10

print("H2, STO-3G, exchange-only LSDA, adiabatic kernel")
print(f"bond length                       {BOND:.1f} bohr")
print(f"overlap S of the two 1s functions {overlap:.4f}")
print("Given data (rounded to four decimals)")
print(f"eps_g                             {eg4:.4f} hartree")
print(f"eps_u                             {eu4:.4f} hartree")
print(f"J = (gu|gu)                       {J4:.4f} hartree")
print(f"X, exchange kernel element        {X4:.4f} hartree")
print(f"d = <g|z|u>                       {d4:.4f} bohr")
print("Hand calculation from the given data")
print(f"w0 = eps_u - eps_g                {gap4:.4f} hartree")
print(f"w0^2                              {gap4**2:.6f} hartree^2")
print(f"K_upup = J + X                    {J4 + X4:.4f} hartree")
print(f"K_updown = J                      {J4:.4f} hartree")
print(f"Omega diagonal                    {omega4[0, 0]:.6f} hartree^2")
print(f"Omega off-diagonal                {omega4[0, 1]:.6f} hartree^2")
print(f"w0 + 4J + 2X                      {gap4+4*J4+2*X4:.4f} hartree")
print(f"w0 + 2X                           {gap4 + 2*X4:.4f} hartree")
print(f"singlet w_S^2                     {wS4**2:.6f} hartree^2")
print(f"triplet w_T^2                     {wT4**2:.6f} hartree^2")
print(f"singlet w_S                       {wS4:.4f} hartree")
print(f"triplet w_T                       {wT4:.4f} hartree")
print(f"singlet w_S                       {wS4 * HARTREE_EV:.2f} eV")
print(f"triplet w_T                       {wT4 * HARTREE_EV:.2f} eV")
print(f"d^2                               {d4**2:.6f} bohr^2")
print(f"singlet oscillator strength f_S   {fS4:.4f} (no unit)")
print(f"triplet oscillator strength f_T   {abs(fT4):.4f} (no unit)")
print(f"f_zz = 3 f_S (complete basis: 2)  {3 * fS4:.4f} (no unit)")
print(f"singlet transition dipole mu      {mu4:.4f} bohr")
print(f"singlet with Hartree kernel only  "
      f"{np.sqrt(gap4 * (gap4 + 4 * J4)):.4f} hartree")
print("Unrounded integrals: Casida formula and real-time propagation")
print(f"singlet, Casida                   {w_S:.6f} hartree")
print(f"singlet, real time                {rt_S:.6f} hartree")
print(f"triplet, Casida                   {w_T:.6f} hartree")
print(f"triplet, real time                {rt_T:.6f} hartree")
print(f"f_S, Casida                       {f_S:.5f} (no unit)")
print(f"f_S, real time                    {rt_f:.5f} (no unit)")
print(f"kick strength                     {KICK:.3f} 1/bohr")
print(f"time step                         {DT:.2f} atomic units of time")
print(f"propagation time                  {DT*STEPS:.1f} "
      "atomic units of time")
print("ALL CHECKS PASSED")
```

Running it gives:

```
H2, STO-3G, exchange-only LSDA, adiabatic kernel
bond length                       1.4 bohr
overlap S of the two 1s functions 0.6593
Given data (rounded to four decimals)
eps_g                             -0.2922 hartree
eps_u                             0.4558 hartree
J = (gu|gu)                       0.1813 hartree
X, exchange kernel element        -0.1319 hartree
d = <g|z|u>                       0.9310 bohr
Hand calculation from the given data
w0 = eps_u - eps_g                0.7480 hartree
w0^2                              0.559504 hartree^2
K_upup = J + X                    0.0494 hartree
K_updown = J                      0.1813 hartree
Omega diagonal                    0.633406 hartree^2
Omega off-diagonal                0.271225 hartree^2
w0 + 4J + 2X                      1.2094 hartree
w0 + 2X                           0.4842 hartree
singlet w_S^2                     0.904631 hartree^2
triplet w_T^2                     0.362182 hartree^2
singlet w_S                       0.9511 hartree
triplet w_T                       0.6018 hartree
singlet w_S                       25.88 eV
triplet w_T                       16.38 eV
d^2                               0.866761 bohr^2
singlet oscillator strength f_S   0.8644 (no unit)
triplet oscillator strength f_T   0.0000 (no unit)
f_zz = 3 f_S (complete basis: 2)  2.5933 (no unit)
singlet transition dipole mu      1.1676 bohr
singlet with Hartree kernel only  1.0497 hartree
Unrounded integrals: Casida formula and real-time propagation
singlet, Casida                   0.951107 hartree
singlet, real time                0.951107 hartree
triplet, Casida                   0.601870 hartree
triplet, real time                0.601870 hartree
f_S, Casida                       0.86454 (no unit)
f_S, real time                    0.86454 (no unit)
kick strength                     0.001 1/bohr
time step                         0.05 atomic units of time
propagation time                  12.0 atomic units of time
ALL CHECKS PASSED
```
